# Negative self-repulsion and Hartree–Fock collapse in robust pair-atomic density fitting: verification in Python

```python
# Result under test (atomic units). Pair-atomic robust fitting gives
#   G_rob = B^T C + C^T B - C^T V C = G - (Delta|Delta) = G_DF - D^T V D,
# B=(P|mn), V=(P|Q), C = Coulomb-metric fit of mn with auxiliaries on its own atoms,
# D = C - V^-1 B, Delta = fit residual. G_rob is indefinite. For a diffuse sigma_u orbital
# (exponent a, distance R) J_rob -> -kappa/a, which collapses two-electron RHF.
# Model: one s orbital (exponent a) and one s auxiliary (exponent b) on each of two centres.
import numpy as np
from scipy.special import erf
from scipy.optimize import brentq, minimize
from scipy.linalg import null_space, eigh, cholesky
from scipy.constants import physical_constants
from pyscf import gto, df, lib
from pyscf.gto import ft_ao

EV = physical_constants['Hartree energy in eV'][0]
R = 1.4
H2 = [['H', (0, 0, -R/2)], ['H', (0, 0, R/2)]]
AUX = 'cc-pvdz-jkfit'
def build(atom, basis, unit='Bohr'):
    return gto.M(atom=atom, basis=basis, unit=unit, verbose=0)
def sfun(e):
    return {'H': [[0, [e, 1.0]]]}

def pari(mol, aux):
    n, na = mol.nao, aux.nao
    e3 = df.incore.aux_e2(mol, aux, 'int3c2e', aosym='s1').reshape(n, n, na)
    V = aux.intor('int2c2e')
    so, sa = mol.aoslice_by_atom()[:, 2:], aux.aoslice_by_atom()[:, 2:]
    C = np.zeros((n, n, na))
    for A in range(mol.natm):
        for Bt in range(mol.natm):
            idx = np.union1d(np.arange(*sa[A]), np.arange(*sa[Bt]))
            ia, ib = np.arange(*so[A]), np.arange(*so[Bt])
            rhs = e3[np.ix_(ia, ib, idx)].reshape(-1, len(idx)).T
            sol = np.linalg.solve(V[np.ix_(idx, idx)], rhs).T
            C[np.ix_(ia, ib, idx)] = sol.reshape(len(ia), len(ib), len(idx))
    B, C = e3.reshape(n*n, na).T, C.reshape(n*n, na).T
    M = B.T @ C
    return M + M.T - C.T @ V @ C, B, C, V

def global_df(mol, aux):
    L = lib.unpack_tril(df.incore.cholesky_eri(mol, auxmol=aux)).reshape(-1, mol.nao**2)
    return L.T @ L

def F(m, d):
    return 2*np.sqrt(m/np.pi) if d == 0 else erf(np.sqrt(m)*d)/d
def model(a, b):
    mu, S = 2*a*b/(2*a + b), np.exp(-a*R*R/2)
    v0, v1, vm = F(mu, 0), F(mu, R), S*F(mu, R/2)
    w0, w1 = F(b/2, 0), F(b/2, R)
    W, dl = 2*(w0 + w1), v0/w0 - (v0 + v1)/(w0 + w1)
    tr = W*((v0 + v1)**2/2/(w0 + w1)**2 - dl**2/2 + 2*vm**2/(w0 + w1)**2)
    det = -4*vm**2*dl**2
    root = np.sqrt(tr*tr - 4*det)
    c, c0 = v0/w0, (v0 - v1)/(w0 - w1)
    t = (v0/w0 - 2*vm/(w0 + w1))/(2*(1 - S))
    u = (v0 + v1 - 2*vm)/(1 - S)
    return dict(mu=mu, S=S, v0=v0, v1=v1, vm=vm, w0=w0, w1=w1, W=W, dl=dl, tr=tr, det=det,
                lm=(tr - root)/2, lp=(tr + root)/2, lu=(w0 - w1)*c*(2*c0 - c),
                t=t, u=u, J=t*(2*u - W*t))
def sigma_u_pair(mol):
    c = np.array([1., -1.])
    c /= np.sqrt(c @ mol.intor('int1e_ovlp') @ c)
    return np.outer(c, c).ravel()
def j_rob_u(a, aux):
    mol = build(H2, sfun(a))
    _, B, C, V = pari(mol, aux)
    d = sigma_u_pair(mol)
    fit = C @ d
    return 2*fit @ (B @ d) - fit @ V @ fit
def kappa(aux):
    q = ft_ao.ft_ao(aux, np.zeros((1, 3)))[0].real
    V = aux.intor('int2c2e')
    y = -2*np.linalg.solve(V, q)
    for s0, s1 in aux.aoslice_by_atom()[:, 2:]:
        y[s0:s1] += np.linalg.solve(V[s0:s1, s0:s1], q[s0:s1])
    return 8/np.pi*(y @ V @ y)/R**4, y @ V @ y

# ---------- two-centre model ----------
a, b = 0.05, 1.0
m = model(a, b)
mol, aux = build(H2, sfun(a)), build(H2, sfun(b))
Gr = pari(mol, aux)[0]
ev = np.linalg.eigvalsh(Gr)
assert np.allclose(ev, sorted([m['lm'], m['lp'], m['lu'], 0.0]), atol=1e-11)
for bb in (0.05, 0.2, 1.0, 3.0):
    e = np.linalg.eigvalsh(pari(mol, build(H2, sfun(bb)))[0])
    assert e[0] < -1e-8 and np.min(abs(e - model(a, bb)['lm'])) < 1e-10
assert np.linalg.eigvalsh(pari(mol, build(H2, sfun(2*a)))[0])[0] > -1e-11
G = mol.intor('int2e').reshape(4, 4)
d = sigma_u_pair(mol)
Jex, Jrob, Jdf = d @ G @ d, d @ Gr @ d, d @ global_df(mol, aux) @ d
assert abs(Jrob - m['J']) < 1e-10 and Jrob < 0 < Jdf < Jex
# (Delta|Delta) = (1/pi) int dk int dx |FT Delta|^2
k, wk = np.polynomial.legendre.leggauss(400)
k, wk = 6*(k + 1), 6*wk
x, wx = np.polynomial.legendre.leggauss(60)
cs = 2*np.cos(np.outer(k, x)*R/2)
ft = (np.exp(-k**2/(8*a))[:, None]*(cs - 2*m['S'])/(2*(1 - m['S']))
      - m['t']*np.exp(-k**2/(4*b))[:, None]*cs)
DD = wk @ ft**2 @ wx/np.pi
assert abs(Jex - DD - Jrob) < 1e-9
astar = brentq(lambda s: model(s, b)['t'], 0.01, 0.4)
assert j_rob_u(0.99*astar, aux) < 0 < j_rob_u(1.01*astar, aux)
kap = 16*(m['w0'] - m['w1'])**2/(np.pi*R**4*m['w0']**2*(m['w0'] + m['w1']))
assert abs(kap/kappa(aux)[0] - 1) < 1e-10
print(f"MODEL R={R} bohr, alpha={a}, beta={b} bohr^-2")
print(f"mu={m['mu']:.6f} bohr^-2  S={m['S']:.6f}  1-S={1-m['S']:.6f}")
print(f"v0={m['v0']:.6f} v1={m['v1']:.6f} vm={m['vm']:.6f} Eh")
print(f"w0={m['w0']:.6f} w1={m['w1']:.6f} W={m['W']:.6f} Eh")
print(f"delta={m['dl']:.6f} trace={m['tr']:.6f} Eh det={m['det']:.6f} Eh^2")
print(f"gerade eig {m['lm']:.6f}, {m['lp']:.6f}; ungerade {m['lu']:.6f} Eh")
print("exact G eig (Eh):", " ".join(f"{abs(z):.6f}" for z in np.linalg.eigvalsh(G)))
print(f"sigma_u: t={m['t']:.6f}, fitted charge 2t={2*m['t']:.6f}, u={m['u']:.6f} Eh")
print(f"J exact={Jex:.6f} J globalDF={Jdf:.6f} (Delta|Delta)={DD:.6f} Eh")
print(f"J robust={Jrob:.6f} Eh = {Jrob*EV:.3f} eV")
print(f"sign change of J robust at alpha={astar:.5f} bohr^-2")
auxH = build(H2, AUX)
for name, ax in (('model', aux), ('JKFIT', auxH)):
    kp, yy = kappa(ax)
    p1, p3 = -1e-4*j_rob_u(1e-4, ax), -3e-4*j_rob_u(3e-4, ax)
    e1, e3 = p1/kp - 1, p3/kp - 1
    assert abs(e1) < 0.03 and 2.5 < e3/e1 < 3.5
    print(f"{name}: yVy={yy:.5f} bohr, kappa={kp:.6f} Eh/bohr^2")
    print(f"  -alpha*J at alpha=3e-4,1e-4: {p3:.6f}, {p1:.6f} Eh/bohr^2")

# ---------- water ----------
roh, ang = 0.96, 104.5
hs, hc = roh*np.sin(np.radians(ang/2)), roh*np.cos(np.radians(ang/2))
wat = [['O', (0, 0, 0)], ['H', (hs, 0, hc)], ['H', (-hs, 0, hc)]]
mol, aux = build(wat, 'cc-pvdz', 'Angstrom'), build(wat, AUX, 'Angstrom')
n, na = mol.nao, aux.nao
Gr, B, C, V = pari(mol, aux)
G, Gdf = mol.intor('int2e').reshape(n*n, n*n), global_df(mol, aux)
D = C - np.linalg.solve(V, B)
assert abs(Gr - (Gdf - D.T @ V @ D)).max() < 1e-7
assert np.linalg.eigvalsh(G - Gr)[0] > -1e-8
assert np.linalg.eigvalsh(Gdf - Gr)[0] > -1e-7
so = mol.aoslice_by_atom()[:, 2:]
for A in range(3):
    for Bt in range(A + 1):
        ii = (np.arange(*so[A])[:, None]*n + np.arange(*so[Bt])[None, :]).ravel()
        assert np.linalg.eigvalsh(Gr[np.ix_(ii, ii)])[0] > -1e-9
ev = np.linalg.eigvalsh(Gr)
nneg, npos = int((ev < -1e-9).sum()), int((ev > 1e-9).sum())
assert 0 < nneg <= na and npos <= na
N = np.linalg.svd(B)[2][na:].T
_, sv, vt = np.linalg.svd(cholesky(V) @ C @ N, full_matrices=False)
xn = N @ vt[0]
assert sv[0]**2 > 1e-8 and abs(xn @ Gr @ xn + sv[0]**2) < 1e-9
assert ev[0] <= -sv[0]**2 + 1e-10
fr, fn = np.linalg.norm(G - Gr), np.linalg.norm(G - C.T @ V @ C)
assert fr < fn
co = eigh(mol.intor('int1e_kin') + mol.intor('int1e_nuc'), mol.intor('int1e_ovlp'))[1][:, :5]
P = co @ co.T
err = (Gr - G).reshape(n, n, n, n)
dJ = 2*np.einsum('pqrs,pq,rs', err, P, P, optimize=True)
dK = np.einsum('pqrs,pr,qs', err, P, P, optimize=True)
assert dJ < 0 and dK < 0
print(f"WATER rOH={roh} A, angle={ang} deg, cc-pVDZ/{AUX}")
print(f"n={n} pairs={n*(n+1)//2} naux={na} n+={npos} n-={nneg} (|eig|>1e-9)")
print(f"lowest eig {ev[0]:.4e} {ev[1]:.4e} {ev[2]:.4e}; top {ev[-1]:.3f} Eh")
print(f"null-space bound {-sv[0]**2:.4e} Eh; exact xGx={xn @ G @ xn:.4e} Eh")
print(f"Frobenius error robust {fr:.4e}, non-robust {fn:.4e} Eh")
print(f"core orbitals: energy shift Coulomb {dJ:.4e}, exchange {-dK:+.4e} Eh")

# ---------- H2 two-electron RHF in an orthonormal basis ----------
def jk(x, G4):
    T = G4 @ x
    return T @ x, np.einsum('prq,r->pq', T, x)
def energy(x, h, G4):
    return x @ (2*h + jk(x, G4)[0]) @ x
def resid(x, h, G4):
    g = (h + jk(x, G4)[0]) @ x
    return g - (x @ g)*x
def descend(x0, h, G4):
    def f(y):
        r = np.linalg.norm(y)
        return energy(y/r, h, G4), 4*resid(y/r, h, G4)/r
    y = minimize(f, x0, jac=True, method='BFGS', options={'gtol': 1e-8}).x
    return y/np.linalg.norm(y)
def lowest(starts, h, G4):
    best = min((descend(s, h, G4) for s in starts), key=lambda z: energy(z, h, G4))
    best = descend(best, h, G4)
    assert np.linalg.norm(resid(best, h, G4)) < 1e-4
    return energy(best, h, G4), best
def newton(x, h, G4):
    for _ in range(25):
        J, K = jk(x, G4)
        T = null_space(x[None, :])
        Ht = T.T @ (h + J + 2*K) @ T - (x @ (h + J) @ x)*np.eye(len(x) - 1)
        w, U = np.linalg.eigh(Ht)
        x = x - T @ np.linalg.solve(Ht, T.T @ resid(x, h, G4))
        x /= np.linalg.norm(x)
    t = T @ U[:, 0]
    t -= (t @ x)*x
    return x, 4*w[0], t/np.linalg.norm(t)

rng = np.random.default_rng(1)
print(f"H2 RHF R={R} bohr, cc-pVDZ + s(alpha), naux={auxH.nao}; energies in Eh")
for a in (None, 0.03, 0.01, 0.003, 0.001):
    bas = gto.basis.load('cc-pvdz', 'H') + ([[0, [a, 1.0]]] if a else [])
    mol = build(H2, {'H': bas})
    n, vnn = mol.nao, mol.energy_nuc()
    s, U = np.linalg.eigh(mol.intor('int1e_ovlp'))
    X, Xi = U*s**-0.5 @ U.T, U*s**0.5 @ U.T
    X2 = np.kron(X, X)
    h = X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    Gao = pari(mol, auxH)[0]
    lam = np.linalg.eigvalsh(Gao)[0]
    Ge, Gp, Gd = [(X2 @ g @ X2).reshape(n, n, n, n) for g in
                  (mol.intor('int2e').reshape(n*n, n*n), Gao, global_df(mol, auxH))]
    ec, uc = np.linalg.eigh(h)
    E0, xe = 2*ec[0] + vnn, uc[:, 0]
    for _ in range(200):
        J, K = jk(xe, Ge)
        xe = np.linalg.eigh(h + 2*J - K)[1][:, 0]
    Ehf = energy(xe, h, Ge) + vnn
    starts = [rng.normal(size=n) for _ in range(6)]
    if a:
        loc = mol.ao_loc_nr()
        ii = [loc[i] for i in range(mol.nbas) if abs(mol.bas_exp(i)[0] - a) < 1e-12]
        c = np.zeros(n)
        c[ii[0]], c[ii[1]] = 1, -1
        xt = Xi @ c
        xt /= np.linalg.norm(xt)
        assert abs(xt @ jk(xt, Gp)[0] @ xt/j_rob_u(a, auxH) - 1) < 1e-5
        starts.append(xt + 0.01*rng.normal(size=n))
    assert abs(lowest(starts, h, Ge)[0] + vnn - Ehf) < 1e-7
    starts.append(xe)
    Edf = lowest(starts, h, Gd)[0] + vnn
    Ek = lowest(starts, h, 2*Ge - Gp)[0] + vnn
    Ep, xp = lowest(starts, h, Gp)
    Ep += vnn
    assert lam < -1e-9 and E0 < Edf <= Ehf + 1e-9 and Ehf - Edf < 2e-3
    assert Ek >= Ehf - 1e-9 and Ep <= Ehf + 1e-9
    xs, curv, t = newton(xe, h, Gp)
    assert abs(xs @ xe) > 0.99 and np.linalg.norm(resid(xs, h, Gp)) < 1e-7
    th = 1e-3
    fd = sum(energy(np.cos(th)*xs + sg*np.sin(th)*t, h, Gp) - energy(xs, h, Gp)
             for sg in (1, -1))/th**2
    assert abs(fd - curv) < 2e-3
    J, K = jk(xs, Gp)
    ef, uf = np.linalg.eigh(h + 2*J - K)
    io = int(np.argmax(abs(uf.T @ xs)))
    Jp, Jx = xp @ jk(xp, Gp)[0] @ xp, xp @ jk(xp, Ge)[0] @ xp
    assert Jx > 0 and energy(xp, h, Ge) + vnn >= Ehf - 1e-9
    if a is None:
        assert Ehf - Ep < 1e-2 and Jp > 0
    if a == 0.001:
        assert Ep < E0 and Jp < 0
    print(f"alpha={a} n={n} s_min={s[0]:.3e} lam_min={lam:.3e} E0={E0:.5f}")
    print(f"  E HF={Ehf:.6f} DF={Edf:.6f} robustK={Ek:.6f}")
    print(f"  physical robust E={energy(xs, h, Gp)+vnn:.6f} curvature={curv:.4f} Eh/rad^2")
    print(f"  its eps_occ={ef[io]:.4f} lowest other={np.delete(ef, io)[0]:.4f}")
    print(f"  lowest robust E={Ep:.5f} ({(Ep-Ehf)*EV:.3f} eV vs HF) overlap={abs(xp @ xe):.4f}")
    print(f"  there J_rob={Jp:.5f} J_exact={Jx:.5f} E_exact={energy(xp, h, Ge)+vnn:.5f}")
print("all assertions hold")
```

Printed output:

```
MODEL R=1.4 bohr, alpha=0.05, beta=1.0 bohr^-2
mu=0.090909 bohr^-2  S=0.952181  1-S=0.047819
v0=0.340219 v1=0.321048 vm=0.319204 Eh
w0=0.797885 w1=0.598919 W=2.793607 Eh
delta=-0.047013 trace=0.601749 Eh det=-0.000901 Eh^2
gerade eig -0.001493, 0.603243; ungerade -0.019826 Eh
exact G eig (Eh): 0.000000 0.000069 0.008005 0.954071
sigma_u: t=-0.320452, fitted charge 2t=-0.640904, u=0.478050 Eh
J exact=0.205365 J globalDF=0.081805 (Delta|Delta)=0.798623 Eh
J robust=-0.593258 Eh = -16.143 eV
sign change of J robust at alpha=0.10687 bohr^-2
model: yVy=0.08904 bohr, kappa=0.059020 Eh/bohr^2
  -alpha*J at alpha=3e-4,1e-4: 0.058816, 0.058952 Eh/bohr^2
JKFIT: yVy=0.54457 bohr, kappa=0.360981 Eh/bohr^2
  -alpha*J at alpha=3e-4,1e-4: 0.355411, 0.359114 Eh/bohr^2
WATER rOH=0.96 A, angle=104.5 deg, cc-pVDZ/cc-pvdz-jkfit
n=24 pairs=300 naux=116 n+=115 n-=84 (|eig|>1e-9)
lowest eig -1.3644e-02 -1.3113e-02 -1.0141e-02; top 24.837 Eh
null-space bound -3.4868e-03 Eh; exact xGx=6.7724e-03 Eh
Frobenius error robust 1.6787e-01, non-robust 2.4757e-01 Eh
core orbitals: energy shift Coulomb -7.0229e-05, exchange +1.7951e-04 Eh
H2 RHF R=1.4 bohr, cc-pVDZ + s(alpha), naux=46; energies in Eh
alpha=None n=10 s_min=4.375e-02 lam_min=-4.489e-04 E0=-1.84520
  E HF=-1.128709 DF=-1.128710 robustK=-1.128708
  physical robust E=-1.128710 curvature=2.2676 Eh/rad^2
  its eps_occ=-0.5922 lowest other=0.1972
  lowest robust E=-1.12871 (-0.000 eV vs HF) overlap=1.0000
  there J_rob=0.65869 J_exact=0.65869 E_exact=-1.12871
alpha=0.03 n=12 s_min=1.562e-02 lam_min=-4.846e-03 E0=-1.84521
  E HF=-1.128784 DF=-1.128785 robustK=-1.128782
  physical robust E=-1.128785 curvature=1.9263 Eh/rad^2
  its eps_occ=-0.5926 lowest other=0.0636
  lowest robust E=-3.83649 (-73.680 eV vs HF) overlap=0.0000
  there J_rob=-4.17237 J_exact=0.14254 E_exact=0.47842
alpha=0.01 n=12 s_min=9.183e-03 lam_min=-5.168e-03 E0=-1.84520
  E HF=-1.128739 DF=-1.128740 robustK=-1.128738
  physical robust E=-1.128740 curvature=1.9511 Eh/rad^2
  its eps_occ=-0.5923 lowest other=0.0225
  lowest robust E=-22.20970 (-573.642 eV vs HF) overlap=0.0000
  there J_rob=-22.58283 J_exact=0.09059 E_exact=0.46372
alpha=0.003 n=12 s_min=2.925e-03 lam_min=-2.352e-03 E0=-1.84520
  E HF=-1.128716 DF=-1.128717 robustK=-1.128715
  physical robust E=-1.128717 curvature=2.0705 Eh/rad^2
  its eps_occ=-0.5922 lowest other=0.0060
  lowest robust E=-102.68989 (-2763.620 eV vs HF) overlap=0.0000
  there J_rob=-103.18812 J_exact=0.05042 E_exact=0.54865
alpha=0.001 n=12 s_min=9.793e-04 lam_min=-1.001e-03 E0=-1.84520
  E HF=-1.128711 DF=-1.128712 robustK=-1.128710
  physical robust E=-1.128712 curvature=2.1797 Eh/rad^2
  its eps_occ=-0.5922 lowest other=0.0000
  lowest robust E=-342.17480 (-9280.337 eV vs HF) overlap=0.0000
  there J_rob=-342.75955 J_exact=0.02914 E_exact=0.61388
all assertions hold
```
